**Thermal expansion of two Einstein modes: sign change at 223.5 K**

The program studies a crystal with equally many modes at Einstein temperatures θ = 200 K and 700 K, with Grüneisen parameters γ = -1 and 2. The expansion coefficient is proportional to S = -E(200 K/T) + 2E(700 K/T), where E(x) = [(x/2)/sinh(x/2)]² is the heat capacity of one mode in units of Boltzmann's constant. The program asserts that E agrees with explicit sums over oscillator levels, and that the thermal pressure and expansion formulas agree with derivatives and direct minimization of the free energy. It also asserts that S changes sign once on a grid from 10 to 5000 K, between 223 and 224 K. The output places the crossing at 223.50 K, and at 223.89 K if the stated Einstein temperatures belong to the zero-temperature volume. For rough silicon-like elastic data, a 10 mm chip shortens by 2.52 µm between 0 K and the volume minimum, and the original volume returns at 423.1 K. Moving half of the high modes to 450 K lowers the crossing to 175.2 K, the largest shift among the variations computed.

## Numerical check

```python
"""Sign change of thermal expansion for two equally weighted Einstein modes.

Result under test: with Einstein temperatures 200 K and 700 K and constant
Grueneisen parameters -1 and 2, the quasi-harmonic expansion coefficient
  alpha_V = g * k * sum(gamma_i * E(theta_i/T)) / (v * B_T)
changes from negative to positive once, between 223 K and 224 K.
E(x) = ((x/2)/sinh(x/2))**2 : heat capacity of one mode divided by k
theta, gamma : Einstein temperature (K), Grueneisen parameter
g : number of modes of each kind per atom;  v : volume per atom
B_T : isothermal bulk modulus;  strain : v/v0 - 1, v0 the volume at T = 0
Free energies are per atom and divided by k, hence in kelvin.
"""
import numpy as np
import mpmath as mp
from scipy.constants import k as boltzmann
from scipy.integrate import quad
from scipy.optimize import brentq

mp.mp.dps = 30
THETAS = (200.0, 700.0)
GAMMAS = (-1, 2)
MODES_PER_KIND = 1.5
STATIC_MODULUS = 100e9      # Pa, rough silicon-like value
ATOM_VOLUME = 0.020e-27     # m^3, rough silicon-like value
STIFFNESS = STATIC_MODULUS * ATOM_VOLUME / boltzmann   # K
CHIP_LENGTH_MM = 10.0


def heat_capacity(theta, temperature):
    u = theta / (2 * temperature)
    return (u / np.sinh(u))**2


def log_slope(theta, temperature):
    """d ln(heat capacity) / d ln(temperature)."""
    u = theta / (2 * temperature)
    return 2 * (u / np.tanh(u) - 1)


def weighted_sum(temperature, thetas=THETAS, gammas=GAMMAS):
    return sum(gam * heat_capacity(th, temperature)
               for th, gam in zip(thetas, gammas))


def crossing(thetas=THETAS, gammas=GAMMAS):
    return brentq(lambda t: weighted_sum(t, thetas, gammas), 80, 600)


def simple_expansion(temperature):
    """Volume expansion coefficient (1/K) at fixed modulus and volume."""
    return MODES_PER_KIND * weighted_sum(temperature) / STIFFNESS


def thermal_sum(temperature):
    return sum(gam * th / np.expm1(th / temperature)
               for th, gam in zip(THETAS, GAMMAS))


def free_energy(strain, temperature):
    """Static energy plus modes; linear term puts the T = 0 minimum at v0."""
    ratio = 1 + strain
    slope = MODES_PER_KIND * sum(
        gam * th for th, gam in zip(THETAS, GAMMAS)) / 2
    total = STIFFNESS * strain**2 / 2 + slope * strain
    for th, gam in zip(THETAS, GAMMAS):
        theta = th * ratio**(-gam)
        total += MODES_PER_KIND * (
            theta / 2 + temperature * mp.log(1 - mp.exp(-theta / temperature)))
    return total


def curvature(strain, temperature):
    return mp.diff(lambda s: free_energy(s, temperature), strain, 2)


def equilibrium_strain(temperature):
    temperature = mp.mpf(temperature)
    strain = mp.mpf(0)
    for _ in range(6):
        force = mp.diff(lambda s: free_energy(s, temperature), strain)
        strain -= force / curvature(strain, temperature)
    return strain


def full_expansion(temperature):
    """Expansion coefficient from minimized free energies alone."""
    step = mp.mpf('0.01')
    center = mp.mpf(temperature)
    change = equilibrium_strain(center + step) - equilibrium_strain(center - step)
    return float(change / (2 * step) / (1 + equilibrium_strain(center)))


# Heat capacity against the energy variance of explicit oscillator levels.
levels = np.arange(2000)
for theta in THETAS:
    for temperature in (60.0, 223.0, 900.0):
        x = theta / temperature
        prob = np.exp(-x * levels)
        prob /= prob.sum()
        variance = prob @ levels**2 - (prob @ levels)**2
        assert abs(x**2 * variance - heat_capacity(theta, temperature)) < 1e-10
        h = 1e-4
        numeric = (np.log(heat_capacity(theta, temperature * np.exp(h)))
                   - np.log(heat_capacity(theta, temperature * np.exp(-h)))) / (2*h)
        assert abs(numeric - log_slope(theta, temperature)) < 1e-5

# Thermal pressure against the mixed derivative of the free energy.
for strain in (0.0, 0.01):
    for temperature in (100.0, 300.0):
        mixed = -mp.diff(free_energy, (mp.mpf(strain), mp.mpf(temperature)), (1, 1))
        shifted = [th * (1 + strain)**(-gam) for th, gam in zip(THETAS, GAMMAS)]
        formula = MODES_PER_KIND * weighted_sum(temperature, shifted) / (1 + strain)
        assert abs(float(mixed) - formula) < 1e-9

# Expansion coefficient against direct minimization of the free energy.
for temperature in (100.0, 300.0):
    strain = equilibrium_strain(temperature)
    ratio = float(1 + strain)
    shifted = [th * ratio**(-gam) for th, gam in zip(THETAS, GAMMAS)]
    formula = (MODES_PER_KIND * weighted_sum(temperature, shifted)
               / (ratio**2 * float(curvature(strain, temperature))))
    assert abs(full_expansion(temperature) / formula - 1) < 1e-6

# One crossing only, with a heat-capacity ratio that rises from 0 towards 1.
grid = np.geomspace(10, 5000, 3000)
capacity_ratio = heat_capacity(700.0, grid) / heat_capacity(200.0, grid)
assert np.all(np.diff(capacity_ratio) > 0)
assert capacity_ratio[0] < 1e-6 and 0.99 < capacity_ratio[-1] < 1
assert np.count_nonzero(np.diff(np.sign(weighted_sum(grid)))) == 1
t_cross = crossing()
assert weighted_sum(223.0) < 0 < weighted_sum(224.0)
assert abs(3.5 * np.sinh(100 / t_cross) / np.sinh(350 / t_cross)
           - 1 / np.sqrt(2)) < 1e-9

# Integrated strain and the temperature at which the T = 0 volume returns.
t_return = brentq(thermal_sum, 250, 800)
for temperature in (t_cross, t_return):
    integral = quad(simple_expansion, 2, temperature, epsabs=1e-13)[0]
    closed = MODES_PER_KIND * thermal_sum(temperature) / STIFFNESS
    assert abs(integral - closed) < 1e-10
assert abs(equilibrium_strain(t_return)) < 1e-12

# Crossing when the stated Einstein temperatures belong to the T = 0 volume.
t_full = brentq(full_expansion, 200, 250, xtol=1e-6)
strain_min = float(equilibrium_strain(t_full))
assert strain_min < min(equilibrium_strain(t_full - 20),
                        equilibrium_strain(t_full + 20))
slopes = [log_slope(th, t_cross) for th in THETAS]
predicted_shift = t_cross * strain_min * (
    GAMMAS[0] * slopes[0] - GAMMAS[1] * slopes[1]) / (slopes[1] - slopes[0])
assert abs(predicted_shift / (t_full - t_cross) - 1) < 0.02

# Sizes of neglected effects.
t_gamma_low = crossing(gammas=(-1, 1.8))
t_gamma_high = crossing(gammas=(-1, 2.2))
t_soft = crossing(thetas=(200.0, 693.0))
t_split = crossing(thetas=(200.0, 700.0, 450.0), gammas=(-1, 1, 1))
assert t_gamma_high < t_cross < t_gamma_low
assert t_soft < t_cross and t_split < t_cross
debye_theta = THETAS[0] * np.sqrt(5 / 3)


def debye_capacity(temperature):
    return quad(lambda y: 3 * y**2 * heat_capacity(debye_theta * y, temperature),
                0, 1)[0]


t_debye = brentq(lambda t: -debye_capacity(t) + 2 * heat_capacity(700.0, t), 80, 600)
assert abs(t_debye - t_cross) < 0.5
assert debye_capacity(20.0) > 3 * heat_capacity(200.0, 20.0)

print(f"Einstein temperatures: {THETAS[0]:.0f} and {THETAS[1]:.0f} K")
print(f"Grueneisen parameters: {GAMMAS[0]} and {GAMMAS[1]}")
print(f"Modes of each kind per atom: {MODES_PER_KIND}")
print(f"Static bulk modulus (rough): {STATIC_MODULUS/1e9:.0f} GPa")
print(f"Volume per atom (rough): {ATOM_VOLUME*1e27:.3f} nm^3")
print(f"Modulus times atom volume over k: {STIFFNESS:.0f} K")
print(f"Prefactor g k/(B v): {MODES_PER_KIND/STIFFNESS*1e6:.3f} ppm/K")
print("T (K), E(low mode), E(high mode), S = -E(low) + 2 E(high):")
for temperature in (100.0, 223.0, 224.0, 300.0):
    print(f"  {temperature:.0f}  {heat_capacity(200.0, temperature):.5f}"
          f"  {heat_capacity(700.0, temperature):.5f}"
          f"  {weighted_sum(temperature):+.5f}")
print(f"Crossing temperature, fixed thetas: {t_cross:.2f} K")
print(f"Log slopes d ln E/d ln T at crossing: {slopes[0]:.4f}, {slopes[1]:.4f}")
print("Linear expansion coefficient, fixed modulus and volume:")
for temperature in (77.0, 150.0, 300.0, 400.0):
    print(f"  at {temperature:.0f} K: {simple_expansion(temperature)/3*1e6:+.3f} ppm/K")
print(f"Same at 300 K, full minimization: {full_expansion(300.0)/3*1e6:+.3f} ppm/K")
strain_300 = equilibrium_strain(300.0)
modulus_300 = float((1 + strain_300) * curvature(strain_300, 300.0)) \
    * boltzmann / ATOM_VOLUME
print(f"Isothermal bulk modulus at 300 K, full model: {modulus_300/1e9:.2f} GPa")
strain_simple = MODES_PER_KIND * thermal_sum(t_cross) / STIFFNESS
print(f"Volume strain at crossing, simple formula: {strain_simple*1e6:.1f} ppm")
print(f"Volume strain at minimum, full model: {strain_min*1e6:.1f} ppm")
length_change = CHIP_LENGTH_MM * 1e3 * ((1 + strain_min)**(1 / 3) - 1)
print(f"Chip length: {CHIP_LENGTH_MM:.0f} mm")
print(f"Chip length change, 0 K to minimum: {length_change:.2f} um")
print(f"Temperature where the 0 K volume returns: {t_return:.1f} K")
print(f"Crossing with volume-dependent thetas: {t_full:.2f} K")
print(f"Shift from volume dependence: {t_full-t_cross:+.2f} K")
print(f"First-order estimate of that shift: {predicted_shift:+.2f} K")
print(f"Crossing for high-mode gamma 1.8: {t_gamma_low:.1f} K")
print(f"Crossing for high-mode gamma 2.2: {t_gamma_high:.1f} K")
print(f"Crossing for high theta lowered 1 % to 693 K: {t_soft:.1f} K")
print(f"Crossing with half the high modes at 450 K: {t_split:.1f} K")
print(f"Debye temperature of equal mean-square frequency: {debye_theta:.1f} K")
print(f"Crossing with Debye low modes: {t_debye:.2f} K")
print(f"Low-mode E at 20 K, Einstein: {heat_capacity(200.0, 20.0):.5f}")
print(f"Low-mode E at 20 K, Debye: {debye_capacity(20.0):.5f}")
print("all assertions hold")
```

Output:

```
Einstein temperatures: 200 and 700 K
Grueneisen parameters: -1 and 2
Modes of each kind per atom: 1.5
Static bulk modulus (rough): 100 GPa
Volume per atom (rough): 0.020 nm^3
Modulus times atom volume over k: 144859 K
Prefactor g k/(B v): 10.355 ppm/K
T (K), E(low mode), E(high mode), S = -E(low) + 2 E(high):
  100  0.72406  0.04476  -0.63453
  223  0.93558  0.46645  -0.00269
  224  0.93613  0.46941  +0.00270
  300  0.96377  0.64744  +0.33110
Crossing temperature, fixed thetas: 223.50 K
Log slopes d ln E/d ln T at crossing: 0.1317, 1.4178
Linear expansion coefficient, fixed modulus and volume:
  at 77 K: -1.960 ppm/K
  at 150 K: -1.542 ppm/K
  at 300 K: +1.143 ppm/K
  at 400 K: +2.001 ppm/K
Same at 300 K, full minimization: +1.122 ppm/K
Isothermal bulk modulus at 300 K, full model: 101.48 GPa
Volume strain at crossing, simple formula: -769.9 ppm
Volume strain at minimum, full model: -756.8 ppm
Chip length: 10 mm
Chip length change, 0 K to minimum: -2.52 um
Temperature where the 0 K volume returns: 423.1 K
Crossing with volume-dependent thetas: 223.89 K
Shift from volume dependence: +0.39 K
First-order estimate of that shift: +0.39 K
Crossing for high-mode gamma 1.8: 244.2 K
Crossing for high-mode gamma 2.2: 208.4 K
Crossing for high theta lowered 1 % to 693 K: 221.0 K
Crossing with half the high modes at 450 K: 175.2 K
Debye temperature of equal mean-square frequency: 258.2 K
Crossing with Debye low modes: 223.59 K
Low-mode E at 20 K, Einstein: 0.00454
Low-mode E at 20 K, Debye: 0.03608
all assertions hold
```
